# Self-discharge time of a capacitor with a leaky low-k dielectric

A charged capacitor, disconnected from everything and filled with a uniform ohmic dielectric of resistivity $\rho$ and relative permittivity $k$, loses its charge through its own filling with the time constant

$$\tau=\rho\,\varepsilon_0 k .$$

For $\rho=10^{15}$ ohm cm and $k=2.5$ this is about 220 s. The shape, size and spacing of the electrodes do not enter. The time $\tau$ is the time for the charge to fall to $1/e$ of its starting value, not the time to reach zero.

## Back of the envelope

Take two parallel plates of area $A$ at a distance $d$, with $d$ much smaller than the plate width. The same slab of material acts as a capacitor and as a resistor:

$$C=\frac{\varepsilon_0 kA}{d},\qquad R=\frac{\rho d}{A}.$$

The capacitor discharges through this resistor with the time constant $RC$. In the product, $A$ and $d$ cancel:

$$RC=\frac{\rho d}{A}\,\frac{\varepsilon_0 kA}{d}=\rho\,\varepsilon_0k .$$

A larger plate stores more charge but leaks in the same proportion. With $\varepsilon_0=8.854\times10^{-14}$ F/cm, and since ohm × farad = second,

$$\tau=10^{15}\times 8.854\times10^{-14}\times2.5\ \text{s}=221.4\ \text{s},$$

or 3.7 minutes. An input known to one or two figures justifies "about 220 s".

## Derivation for any electrode shape

The cancellation for flat plates does not yet show that other shapes behave alike. For the general case, assume the following:

- The whole electric field lies in one uniform, isotropic dielectric.
- $k$ and $\rho$ do not depend on field or time.
- The electrodes are equipotentials. They pass the current without a noticeable voltage drop of their own, but inject no excess charge into the dielectric. The bulk then limits the current.
- The dielectric starts without free charge in its interior.
- There is no other path for charge, along a surface or through an instrument.

Let one electrode carry the charge $Q$ and the other $-Q$. Enclose the first in a surface $S$ lying in the dielectric just outside the metal, with its normal pointing away from the metal. Gauss's law gives the charge,

$$Q=\varepsilon_0k\oint_S\mathbf E\cdot d\mathbf A ,$$

and Ohm's law, $\mathbf J=\mathbf E/\rho$, gives the current leaving the electrode,

$$I=\oint_S\mathbf J\cdot d\mathbf A=\frac1\rho\oint_S\mathbf E\cdot d\mathbf A .$$

Both contain the same flux integral. All the geometry sits in that integral, and it drops out when the second equation is divided by the first:

$$\frac IQ=\frac{1}{\rho\,\varepsilon_0k}=\frac1\tau .$$

The charge on the electrode falls at the rate at which current leaves, so

$$\frac{dQ}{dt}=-I=-\frac Q\tau\quad\Longrightarrow\quad Q(t)=Q_0e^{-t/\tau}.$$

The voltage follows the same law if $V$ stays proportional to $Q$. This is the case when no charge collects inside the dielectric. Let $q$ be the free charge density there. Charge conservation, Ohm's law and $\nabla\cdot\mathbf E=q/(\varepsilon_0k)$ give

$$\frac{\partial q}{\partial t}=-\nabla\cdot\mathbf J=-\frac1\rho\nabla\cdot\mathbf E=-\frac q\tau .$$

If $q$ is zero at the start, it stays zero. The field pattern therefore keeps its shape while its strength decays, and $V=Q/C$ holds throughout.

The charge reaches one percent when $e^{-t/\tau}=0.01$, that is, at $t=\tau\ln100\approx1020$ s, or 17 minutes.

**Gaussian units.** Gauss's law then reads $\oint k\mathbf E\cdot d\mathbf A=4\pi Q$, so the same division gives $\tau=k\rho/(4\pi)$, with $\rho$ measured in seconds. One ohm cm equals $10^9/c^2$ seconds, where $c$ is the number of centimetres that light travels per second. The resistivity is then 1112.7 s, and $2.5\times1112.7/(4\pi)=221.4$ s, as before.

## Comparison for three shapes

The claim can be tested on electrodes for which no simple formula is at hand. A long rectangular metal line runs inside a grounded rectangular shield, with the dielectric between them. The capacitance $C$ per length was found from the charges on the metal walls. The leakage conductance $G$ per length was found separately, by solving for the current on a grid.

| Line | $C$ (pF/cm) | $C/G$ (s) |
|---|---:|---:|
| square, centred | 1.417 | 221.1 |
| tall, near a side wall | 2.270 | 221.0 |
| flat, near the floor | 2.687 | 220.9 |

The capacitance changes by a factor of 1.90, while $C/G$ stays within 0.3 percent of $\rho\varepsilon_0k$. The test allowed 1.5 percent, because both numerical methods lose accuracy at sharp corners. Most of the small remaining deficit comes from the finite grid used for the conductance, and it shrinks as that grid is refined. The listed capacitances are themselves low by 0.03 to 0.05 percent, up to about one unit in the last digit. Both calculations solve the same Laplace equation with the same boundary values, so the agreement confirms the cancellation of geometry, not the physical assumptions listed above.

## A film capacitor, and what "isolated" demands

Consider a film 500 nm thick under a round metal pad of 1 mm², charged to 0.05 V at 300 K. In centimetres, $d=5\times10^{-5}$ and $A=10^{-2}$, so

$$C=\frac{8.854\times10^{-14}\times2.5\times10^{-2}}{5\times10^{-5}}\ \text{F}=44.27\ \text{pF},$$

$$R=\frac{10^{15}\times5\times10^{-5}}{10^{-2}}\ \Omega=5.0\times10^{12}\ \Omega .$$

The starting charge is $CV=2.214$ pC, about $1.4\times10^7$ electrons, and the starting current is $V/R=10$ fA. Their ratio is again 221.4 s.

These numbers take the film to be ohmic, which is a demanding assumption for a layer so thin and so resistive. If the contacts supply carriers freely, it holds only when the screening (Debye) length of the film's own carriers is much shorter than its thickness. Otherwise carriers from the contacts spread through the film, and the bulk resistivity no longer sets the current. For one kind of carrier with mobility $\mu$, the Debye length is $\sqrt{\mu\tau V_T}$, where $V_T=0.02585$ V is the thermal voltage at 300 K. To make it a tenth of the thickness here, $\mu$ would have to be as low as about $4\times10^{-12}$ cm²/(V s). Even then, carriers spilling in from both contacts lower the low-voltage resistance by about a third; with a Debye length of a thirtieth of the thickness the drop is still about a tenth. With freely supplying contacts and more mobile carriers, the figures above are therefore only an illustration of the ohmic formula.

A current this small is easily disturbed. Let a meter of capacitance $C_m$ and resistance $R_m$ stay connected across the film. Both capacitances share the voltage and both resistances drain the charge:

$$(C+C_m)\frac{dV}{dt}=-\left(\frac1R+\frac1{R_m}\right)V
\quad\Longrightarrow\quad
\tau_m=\frac{C+C_m}{1/R+1/R_m}.$$

For $C_m=10$ pF and $R_m=10^{14}\ \Omega$,

$$\tau_m=\frac{54.27\times10^{-12}}{(2.0+0.1)\times10^{-13}}\ \text{s}=258\ \text{s}.$$

This is 17 percent longer than $\tau$: the meter adds 23 percent to the capacitance and only 5 percent to the conductance. The geometry has returned, since $C$ and $R$ now appear separately. A direct leakage path between the electrodes acts like $R_m$ alone and shortens the time. Charge that spreads from the pad over the surface of the film also makes the pad voltage fall faster, but not as a single exponential, because it charges the film beneath it as well.

The field at the rim of the pad matters little here. A strip one film thickness wide around the pad has only 0.18 percent of the pad's area. Part of the rim field runs through air, which breaks the assumption of a single dielectric, so the simple law is not exact there.

## When the dielectric is not ohmic

The assumption of constant $\rho$ is the delicate one. Suppose that the mobile electrons come from traps that are positively charged once empty. An electron at distance $r$ from such a trap, in the direction in which the field pushes it, has the potential energy

$$U(r)=-\frac{e^2}{4\pi\varepsilon_0k_{\rm opt}\,r}-eEr .$$

Here $k_{\rm opt}$ is the high-frequency permittivity, used because the escape is taken to be fast; a rough value is 2.0. The top of the barrier lies where $dU/dr=0$:

$$\frac{e^2}{4\pi\varepsilon_0k_{\rm opt}r_m^2}=eE
\quad\Longrightarrow\quad
r_m=\sqrt{\frac{e}{4\pi\varepsilon_0k_{\rm opt}E}} .$$

At $r_m$ the two terms of $U$ are equal, so $U(r_m)=-2eEr_m$. Without a field the top lies at zero. The barrier is therefore lowered by

$$\Delta=2eEr_m=\sqrt{\frac{e^3E}{\pi\varepsilon_0k_{\rm opt}}},$$

which is the Poole–Frenkel lowering. For escape at an angle $\theta$ to the force, $E$ is replaced by $E\cos\theta$, and the lowering becomes $\Delta\sqrt{\cos\theta}$. In the backward hemisphere the release rate is taken as unchanged.

Write $x=\Delta/k_BT$, with $k_B$ Boltzmann's constant, and $u=\cos\theta$. All directions are equally likely, so $u$ is spread evenly from $-1$ to $1$, and the release rate grows by the factor

$$F=\frac12\int_{-1}^{0}du+\frac12\int_0^1e^{x\sqrt u}\,du
=\frac12+\int_0^1 s\,e^{xs}\,ds ,$$

where $u=s^2$ and $du=2s\,ds$. Integration by parts gives

$$F=\frac12+\frac{e^x}{x}-\frac{e^x-1}{x^2}=\frac12+\frac{1+(x-1)e^x}{x^2}.$$

For small $x$, expanding the exponential in the integral gives $F\approx1+x/3$. Ohm's law is recovered at zero field, but since $x\propto\sqrt E$, this model approaches it slowly. If carriers instead escape by diffusion, scattering many times near the trap, the first correction is proportional to $E$ and is much smaller at low field.

Assume further that the density of mobile electrons is proportional to the release rate and that their mobility is constant. The current is then $F$ times its ohmic value. For parallel plates, with $v=V/V_0$ and starting field $E_0$,

$$\frac{dv}{dt}=-\frac{v\,F(vE_0)}{\tau}
\quad\Longrightarrow\quad
t_{1/e}=\tau\int_{1/e}^{1}\frac{dv}{v\,F(vE_0)} .$$

With $10^{15}$ ohm cm taken as the resistivity at vanishing field, and $k_BT=0.02585$ eV, the results are:

| $E_0$ (MV/cm) | $\Delta$ (eV) | $F(E_0)$ | $t_{1/e}$ (s) |
|---:|---:|---:|---:|
| 0.001 | 0.017 | 1.28 | 183 |
| 0.01 | 0.054 | 2.7 | 106 |
| 0.2 | 0.240 | 1035 | 1.8 |

The first row is the film at 0.05 V. Even there this model shortens the time by 17 percent. That row is also where the model is least justified, because $\Delta$ is smaller than $k_BT$ and the barrier top lies far from the trap, at $r_m=\Delta/(2eE)\approx85$ nm, where other traps may interfere.

In the last row the time is longer than $\tau/F(E_0)\approx0.2$ s, because $F$ drops as the voltage falls. If $10^{15}$ ohm cm had instead been measured at 0.2 MV/cm, the zero-field resistivity would be 1035 times larger. The time would then be $1035\times1.8\ \text{s}\approx1900$ s. A resistivity measured at high field is thus of little use for this estimate unless that field is stated.

Independence of geometry is lost as well. The current becomes $\frac1\rho\oint F\,\mathbf E\cdot d\mathbf A$, which is no longer proportional to $Q$ with a factor common to all shapes.

## Beside a real interlayer dielectric

The values of $k$, $k_{\rm opt}$ and the film thickness are roughly those of porous organosilicate glass, a low-k insulator placed between copper lines. The resistivity is a round value; that of real films depends strongly on moisture, processing, field and temperature. The starting voltage of 0.05 V is far below that of a working circuit: 1 V across a 50 nm gap gives 0.2 MV/cm. At such a field a constant resistivity can no longer be taken for granted. With the release factor $F$ used above and $10^{15}$ ohm cm as the zero-field value, the time falls from minutes to about two seconds when the discharge starts at that field; with diffusive escape it would be about five seconds. These times belong to the model and are not a prediction for real films. The same model gives a leakage of $2\times10^{-7}$ A/cm² at 0.2 MV/cm and about 0.05 A/cm² at 1 MV/cm, whereas dry films of this kind typically pass very roughly $10^{-9}$ A/cm² near 1 MV/cm. That current corresponds to $10^{15}$ ohm cm at high field, not at zero field, so the discharge time of such a film at 0.2 MV/cm need not be shorter than minutes.

Temperature acts in the same direction. If $\rho\propto e^{E_a/k_BT}$ with an assumed $E_a=0.5$ eV, and $k$ is held fixed, heating from 300 K to 378 K lowers $\rho$ by a factor of 54. The ohmic time then becomes $221.4/54.1\approx4$ s.

Layered insulation breaks the assumption of uniformity. Just after charging, the displacement $D$ is the same on both sides of an interface between flat layers, but the current density $D/(\rho\varepsilon_0k)$ is not, unless the products $\rho k$ agree. Charge then collects at the interface. With no outside current, the field in each layer decays with that layer's own $\rho\varepsilon_0k$, so the voltage is a sum of exponentials instead of a single one.

Two other effects are negligible for these numbers. Direct tunnelling through a 3 eV barrier, with the free electron mass, is suppressed by roughly $e^{-800}$ across the 50 nm gap and far more across the film. A rough breakdown field of 5 MV/cm is 25 times the field in the gap. The figure of 220 s is thus a low-field, room-temperature estimate. It also assumes that the dielectric polarises at once. If part of the polarisation responds slowly, over times comparable to $\tau$, the voltage no longer follows a single exponential, and its decay depends on how long the capacitor was charged beforehand. The numerical output below lists the values used.

## Calculated quantities

```
resistivity = 1.0e+15 ohm cm; k = 2.5
eps0 = 8.8542e-14 F/cm
tau = rho eps0 k = 221.4 s = 3.69 min
Gaussian resistivity = 1112.7 s
Gaussian tau = k rho/(4 pi) = 221.4 s
time to 1 percent of the charge = 1019 s
shield inner size = 160 x 200 (any length unit)
centred square line: corner (50,70), size 60 x 60
  C = 1.417 pF/cm; C/G = 221.1 s
tall line near side wall: corner (20,50), size 40 x 100
  C = 2.270 pF/cm; C/G = 221.0 s
flat line near floor: corner (20,20), size 120 x 20
  C = 2.687 pF/cm; C/G = 220.9 s
largest C / smallest C = 1.90
film thickness = 500 nm
pad area = 1.0 mm^2; T = 300 K
start voltage = 0.05 V; field = 0.0010 MV/cm
film C = 44.27 pF; film R = 5.00e+12 ohm
start charge = 2.214 pC
start charge in electrons = 1.38e+07
start leakage current = 10.00 fA
1/e time by stepping the charge = 221.4 s
meter: 10 pF, 1e+14 ohm
1/e time with meter attached = 258.4 s
rim strip / pad area = 0.18 percent
kT = 0.02585 eV; rough optical k = 2.0
field 0.001 MV/cm: barrier lowering 0.0170 eV
  release factor 1.284; 1/e time 183 s
field 0.01 MV/cm: barrier lowering 0.0537 eV
  release factor 2.722; 1/e time 106 s
field 0.2 MV/cm: barrier lowering 0.2400 eV
  release factor 1035; 1/e time 1.82 s
assumed activation energy = 0.5 eV
resistivity drop from 300 to 378 K = factor 54.1
tau at 378 K = 4.09 s
tunnel barrier = 3.0 eV, free electron mass
tunnel exponent, film = 8837
line gap = 50 nm at 1.0 V: 0.20 MV/cm
tunnel exponent, line gap = 809
rough breakdown field = 5.0 MV/cm
breakdown field / start field = 5000
breakdown field / line-gap field = 25
```
